# Why symmetric attachment removes the diffusive meandering drive at a desorbing step

## What symmetry fixes before any calculation

An isolated atomic step lies along $x$. Its position is $y=\zeta(x,t)$, with the lower terrace in front, at $y>\zeta$, and the upper terrace behind. Adatoms arrive, diffuse, desorb, or attach to the step from either terrace. During growth the step advances toward $+y$.

Suppose first that the adatom density in equilibrium with the step does not depend on the step's shape, that attachment is equally fast from both sides, and that diffusion adjusts at once to the current shape. Let $J[\zeta](x)$ be the total number of adatoms reaching the step per unit time and unit length of $x$. Reflection $y\to-y$ turns the shape $\zeta$ into $-\zeta$ and exchanges the terraces. The terraces are equivalent, so

$$J[-\zeta]=J[\zeta].$$

An even functional has no linear term. A small bulge therefore neither grows nor shrinks through diffusion.

For $\zeta=a\cos qx$ the argument reaches further. Reversing the sign of this shape is the same as shifting it by half a wavelength, so $J(x+\pi/q)=J(x)$. The first harmonic of $J$ vanishes at any amplitude for which the model has a solution. Even harmonics may survive, so the shape can still be distorted.

Capillarity escapes the argument because it raises the equilibrium density at a bulge and lowers it at a hollow, and so is odd in $\zeta$. With a capillary length $\Gamma$, curvature $q^2\zeta$, adatom coverage $\theta_0$ and diffusivity $D$, dimensions require a growth rate

$$\omega(q)=-\theta_0D\,\Gamma q^2\times(\text{an inverse length}).$$

That length must be built from $1/q$, the diffusion length and the attachment length.

## The model

The adatom density $c$ obeys

$$D\nabla^2c-\frac{c}{\tau}+F=0,\qquad x_s=\sqrt{D\tau},$$

where $F$ is the arrival rate per area and $\tau$ the lifetime before desorption. Dropping $\partial_tc$ and the motion of the step is the quasi-static approximation, which is examined below. The normal $n$ points toward the lower terrace. Subscripts $+$ and $-$ denote front and back, and attachment is linear:

$$\pm D\,\partial_nc=\nu_\pm(c-c_{\rm eq}),\qquad d_\pm=D/\nu_\pm .$$

The attachment length $d_\pm$ is zero for instantaneous attachment. The equilibrium density is

$$c_{\rm eq}=c_0(1+\Gamma\kappa),\qquad \Gamma=\frac{\Omega\beta}{kT},$$

with $\Omega$ the area per atom and $\beta$ the step stiffness. To first order $\kappa=-\zeta''=q^2\zeta$, positive for a bulge into the lower terrace. Conservation of atoms gives the normal velocity

$$v_n=\Omega D\left(\partial_nc|_+-\partial_nc|_-\right).$$

I write $\theta_0=\Omega c_0$, $\sigma=F\tau/c_0-1$ and $u=c-F\tau$, so that $\nabla^2u=u/x_s^2$. No $\hbar$ appears, and the algebra holds unchanged in atomic units with $kT$ as an energy.

## Simplest case: instantaneous attachment, no capillarity

With $d_\pm=0$ and $\Gamma=0$ the step holds $c=c_0$, or $u=-c_0\sigma$. For a straight step

$$u_0=-c_0\sigma\,e^{\mp y/x_s}.$$

The slope at the step is $+c_0\sigma/x_s$ in front and $-c_0\sigma/x_s$ behind. Both terraces feed the step equally, and $V=2\theta_0D\sigma/x_s$.

Now displace the step by $\zeta=a\cos qx$ and add

$$u_1=B_\pm e^{\mp\Lambda y},\qquad \Lambda=\sqrt{q^2+1/x_s^2},$$

where $B_\pm$ carries the factor $\cos qx$. This solves the diffusion equation and decays away from the step. The density at the displaced step must stay fixed, so $u_0'\zeta+B_\pm=0$ and

$$B_\pm=\mp\frac{c_0\sigma}{x_s}\zeta .$$

The slope at the displaced step changes by $u_0''\zeta+u_1'$. Since $u_0''=-c_0\sigma/x_s^2$ on both sides, and $u_1'=\mp\Lambda B_\pm=+\Lambda c_0\sigma\zeta/x_s$ on both sides,

$$\delta(\partial_yu)_\pm=\frac{c_0\sigma}{x_s}\left(\Lambda-\frac1{x_s}\right)\zeta .$$

The two changes of slope are equal. The front slope enters $v_n$ with a plus sign and the back slope with a minus sign, so the sum is zero. A bulge reaches into the richer part of the front terrace and collects more there. Seen from the back terrace the same bulge is a hollow, and it collects less by the same amount.

At $q=0$ each contribution vanishes separately, as it must, because shifting a straight isolated step changes nothing.

## Finite attachment rates and capillarity

For the straight step set $u_0=-A_\pm e^{\mp y/x_s}$. The attachment law gives $d_\pm A_\pm/x_s=c_0\sigma-A_\pm$, hence

$$A_\pm=\frac{c_0\sigma}{1+d_\pm/x_s}.$$

At first order the front condition reads

$$d_+(u_0''\zeta-\Lambda B_+)=u_0'\zeta+B_+-c_0\Gamma q^2\zeta .$$

Insert $u_0'=A_+/x_s$ and $u_0''=-A_+/x_s^2$ and collect $B_+$:

$$B_+(1+d_+\Lambda)=-\frac{A_+}{x_s}\left(1+\frac{d_+}{x_s}\right)\zeta+c_0\Gamma q^2\zeta .$$

The bracket cancels the denominator of $A_+$. The back condition is $-d_-(u_0''\zeta+\Lambda B_-)=u_0'\zeta+B_--c_0\Gamma q^2\zeta$ with $u_0'=-A_-/x_s$. The same steps reverse the sign of the first term, so

$$B_\pm=\frac{\mp c_0\sigma/x_s+c_0\Gamma q^2}{1+d_\pm\Lambda}\,\zeta .$$

The change of flux into the step, divided by $D$, is $u_0''\zeta-\Lambda B_+$ from the front and $-(u_0''\zeta+\Lambda B_-)$ from the back. With

$$g_\pm(k)=\frac{k}{1+d_\pm k},$$

the base-profile term is $u_0''=-(c_0\sigma/x_s)\,g_\pm(1/x_s)$. Since $\zeta_t$ beyond the mean motion is $\Omega D$ times the sum,

$$\omega=\theta_0D\left\{\frac{\sigma}{x_s}\left[G_+-G_-\right]-\Gamma q^2\left[g_+(\Lambda)+g_-(\Lambda)\right]\right\},$$

$$G_\pm=g_\pm(\Lambda)-g_\pm(1/x_s).$$

For $d_+=d_-=d$ the drive cancels at every $q$, whatever the common value of $d$:

$$\boxed{\;\omega(q)=-\,\frac{2\theta_0D\,\Gamma q^2\Lambda}{1+d\Lambda}\;}$$

The inverse length left open by the dimensional argument is $2\Lambda/(1+d\Lambda)$. Its limits have direct readings:

- For $qx_s\ll1$, $\Lambda\to1/x_s$ and $\omega\to-2\theta_0D\Gamma q^2/(x_s+d)$. Adatoms released by a bulge desorb before they reach a hollow.
- For $qx_s\gg1$ and $qd\ll1$, $\omega\to-2\theta_0D\Gamma|q|^3$. Adatoms travel from bulge to hollow over the terraces, and desorption drops out.
- For $\Lambda d\gg1$, $\omega\to-2\theta_0\nu\Gamma q^2$. Attachment and detachment set the pace.

The finite-amplitude statement was tested by imposing the boundary conditions on the curved step itself, without linearising. In units $x_s=1$, with $\sigma=1$, $\Gamma=0$, $q=2$, $a=0.1$ and $d=0.3$, the first harmonics divided by $a$ are $0.56743$ from the front and $-0.56743$ from the back. Their sum is below $10^{-8}$ in size. The linear value $G_+=0.569$ is 0.3% larger than the front result, so the amplitude does alter each side, but not the sum.

## First limit of the claim: unequal attachment

Let $d_+=d$ and $d_-=d+\delta$, with small $\delta>0$: attachment from the upper terrace is slower. For long waves $\Lambda-1/x_s\simeq q^2x_s/2$. With $g'(k)=1/(1+dk)^2$,

$$G_+-G_-\simeq\frac{q^2x_s}{2}\left[\frac1{(1+d/x_s)^2}-\frac1{(1+(d+\delta)/x_s)^2}\right]\simeq\frac{q^2\delta}{(1+d/x_s)^3}.$$

The drive is then $\theta_0D\sigma q^2\delta/[x_s(1+d/x_s)^3]$, against capillary decay $2\theta_0D\Gamma q^2/[x_s(1+d/x_s)]$. They balance at

$$\delta_c=\frac{2\Gamma}{\sigma}\left(1+\frac d{x_s}\right)^2 .$$

Above $\delta_c$ long waves grow. The symmetry need not be perfect for stability, but the tolerance shrinks as the supersaturation rises.

## Second limit: the step moves

Motion distinguishes front from back even when attachment is symmetric. A drift $w$ of adatoms along $+y$, such as an electric field causes, does the same. In the frame moving at $V$,

$$\nabla^2u+h\,u_y-\frac{u}{x_s^2}=0,\qquad h=\frac{V-w}{D}.$$

The omitted $\partial_tu$ would add $\omega/D$ to $\Lambda^2$, a relative change of order $2\theta_0\Gamma q^2/\Lambda$. For long waves the drive depends on $\Lambda-1/x_s$, which changes by the larger relative amount $\omega/(Dq^2)$, of order $2\theta_0\Gamma/x_s$. Both are small here. The flux into the step must now include adatoms swept up by the relative motion. On a straight step it is $\pm D(u_y+hc)$.

I work to first order in $h$ with $d\ll x_s$, $d\Lambda\ll1$ and $\sigma\ll1$. The decay rates become

$$k_\pm=\frac1{x_s}\pm\frac h2,\qquad K_\pm=\Lambda\pm\frac h2$$

for the base and perturbed profiles. The swept term $hc\simeq hc_0$ acts through the attachment law. It raises the density at the front edge by $dhc_0$ and lowers it at the back edge by the same amount. The base amplitudes are therefore

$$A_\pm\simeq c_0(\sigma\mp dh).$$

The perturbed sweeping terms leave no further contribution at this order. Acting through the swept term $hc$, a change $\zeta_t$ of the velocity or a change of $c_{\rm eq}$ shifts the two edge densities oppositely, and the resulting diffusion fluxes cancel. The remaining terms are smaller than those kept by factors $\sigma$, $\theta_0$ or $d/x_s$.

Repeating the simplest calculation, $B_\pm=\mp A_\pm k_\pm\zeta$ plus the capillary part. The driven flux is $A_+k_+(K_+-k_+)\zeta$ from the front and $-A_-k_-(K_--k_-)\zeta$ from the back. Both differences $K_\pm-k_\pm$ equal $\Lambda-1/x_s$, while

$$A_+k_+-A_-k_-\simeq c_0h\left(\sigma-\frac{2d}{x_s}\right).$$

Divide the resulting growth rate by the capillary decay $2\theta_0D\Gamma q^2\Lambda$, using $q^2=(\Lambda-1/x_s)(\Lambda+1/x_s)$:

$$R=\frac{h x_s(\sigma x_s-2d)}{2\Gamma\,\Lambda x_s(\Lambda x_s+1)} .$$

Positive $R$ opposes the decay. Its size is greatest for long waves, where the product $\Lambda x_s(\Lambda x_s+1)$ in the denominator tends to 2. For step motion alone, $h=V/D\simeq2\theta_0\sigma/x_s$ gives

$$R_0=\frac{\theta_0\sigma(\sigma x_s-2d)}{2\Gamma}.$$

Setting $R_0=1$ gives a quadratic equation for $\sigma$, whose positive root is

$$\sigma_c=\frac d{x_s}+\sqrt{\frac{d^2}{x_s^2}+\frac{2\Gamma}{\theta_0x_s}} .$$

Thus even a perfectly symmetric step becomes unstable to long waves above $\sigma_c$. The cancellation belongs to the quasi-static model. Slow capillary decay makes a small correction to that model matter.

## Third limit: a neighbouring step

Place a straight step with $c=c_0$ at distance $L$ behind, and take $d=0$. Let $z=-y$ measure distance into the back terrace, where

$$u_0=-Ae^{-z/x_s}-Ee^{z/x_s}.$$

The conditions $u_0=-c_0\sigma$ at $z=0$ and $z=L$ give $A+E=c_0\sigma$ and, to leading order, $E\simeq c_0\sigma e^{-L/x_s}$. The displacement along $z$ is $-\zeta$. Hence $u_1=(A-E)\zeta/x_s$ at the step. Away from the step $u_1$ decays as $e^{-\Lambda z}$. Making it vanish at the neighbour changes its slope at the step only by a relative amount of order $e^{-2\Lambda L}$, which is dropped beside $e^{-L/x_s}$. The flux change divided by $D$ is

$$\left[\frac{A+E}{x_s^2}-\frac{\Lambda(A-E)}{x_s}\right]\zeta .$$

Here $A+E$ is unchanged by the neighbour, while $A-E=c_0\sigma-2E$. The neighbour therefore adds

$$\delta\omega=\frac{2\theta_0D\sigma\Lambda}{x_s}\,e^{-L/x_s}.$$

It depletes the back terrace and weakens the loss that balanced the front gain. A neighbour ahead gives the opposite sign. Relative to capillary decay the effect is $\sigma e^{-L/x_s}/(x_s\Gamma q^2)$, so longer waves need wider terraces before the step counts as isolated. This estimate holds the neighbour straight. A neighbour free to meander lessens the effect for wavelengths much longer than $x_s$, so there the estimate overstates the distance needed.

## Numbers for a hot silicon surface

The parameters are rough values in the regime of Si(111) near 1500 K: $D=10^8\ \mathrm{nm^2/s}$, $\tau=0.25$ s, $\theta_0=0.10$, $\beta=0.15$ eV/nm and $d=1$ nm on both sides. They give

$$x_s=\sqrt{10^8\times0.25}\ \mathrm{nm}=5000\ \mathrm{nm},$$

$$\Gamma=\frac{0.0638\times0.15}{0.1293}\ \mathrm{nm}=0.074\ \mathrm{nm}.$$

With $\sigma=0.005$ the step advances at 20 nm/s.

At a wavelength of 2000 nm, $q=3.14\times10^{-3}\ \mathrm{nm^{-1}}$ and $\Lambda/(1+d\Lambda)=3.14\times10^{-3}\ \mathrm{nm^{-1}}$. The prefactor $\theta_0D\sigma/x_s$ is 10 nm/s, so the front terrace drives growth at

$$10\times(3.14-0.20)\times10^{-3}\ \mathrm{s^{-1}}=0.029\ \mathrm{s^{-1}},$$

and the back terrace contributes $-0.029\ \mathrm{s^{-1}}$. What remains is

$$\omega=-2\times10^7\times0.074\times(3.14\times10^{-3})^3\ \mathrm{s^{-1}}=-0.046\ \mathrm{s^{-1}},$$

a decay time of about 22 s.

If the same step were fed from the front alone, with $\sigma$ held fixed, it would keep the front drive and half the capillary decay. In the quasi-static model its rate at 2000 nm would be $+0.006\ \mathrm{s^{-1}}$: the meander would grow. At 1000 nm it would still decay, at $0.12\ \mathrm{s^{-1}}$. The contrast sharpens at long wavelengths. At 20,000 nm each terrace's drive is $1.7\times10^{-3}\ \mathrm{s^{-1}}$, some 30 times the net decay rate of $5.4\times10^{-5}\ \mathrm{s^{-1}}$. A small imbalance between the terraces then decides the outcome.

The three limits can now be sized:

- **Attachment.** $\delta_c=2\times0.074/0.005\approx30$ nm. Since the drive is linear in small $\delta$, an attachment length 10 nm longer on the upper terrace than on the lower removes about a third of the long-wave decay. The opposite difference adds about as much.
- **Motion.** $R_0=0.1\times0.005\times(25-2)/(2\times0.074)\approx0.08$. Step motion cancels about 8% of the long-wave decay, and the threshold is $\sigma_c=0.017$. At 2000 nm the wavelength factor reduces the share to below 0.1%.
- **Isolation.** For a neighbour behind to alter the decay by 10%, it must stand at about 13 µm for the 2000 nm meander and 29 µm for one of 10,000 nm.

A silicon sample can be heated by passing a current through it. For a field of 3 V/cm across the step and an effective adatom charge of $0.1e$, both rough, the Einstein relation gives $|w|/D=0.1\times3\times10^{-7}/0.1293\approx2.3\times10^{-7}\ \mathrm{nm^{-1}}$. Drift toward the upper terrace then cancels a further 9% of the long-wave decay, and drift the other way adds a similar amount. This share and the 8% from step motion both carry the factor $\sigma x_s-2d$, so they rest on the assumed $d=1$ nm. They vanish at $d=12.5$ nm and reverse sign beyond it. At $d=25$ nm motion adds about 8% to the decay, and drift toward the upper terrace adds about 10% more. The supersaturation in the example is deliberately small. It requires an arrival rate of 0.402 bilayers/s against 0.400 at balance. At a supersaturation of a few percent, with the other parameters unchanged, the symmetric step would already be unstable to long waves. The growth would be very slow, however. At 3% the formulas above put the fastest-growing wavelength near 27 µm, and its amplitude takes about 20 hours to grow by a factor of e, while the step advances about 9 mm. On a real surface other effects would probably intervene first. How symmetric attachment is on the real surface is an input that this theory cannot supply. Diffusion along the step edge, barriers at kinks, adatoms crossing the step without attaching and island nucleation are also left out, and their effects are not estimated here.

The numerical output lists the rates at five wavelengths from 1000 to 20,000 nm.

## Table of computed values

```
temperature: 1500 K
thermal energy kT: 0.1293 eV
cubic lattice constant: 0.543 nm
area per atom in a bilayer: 0.0638 nm^2
diffusivity D: 1.0e+08 nm^2/s
adatom lifetime tau: 0.25 s
diffusion length xs: 5000 nm
equilibrium coverage theta0: 0.10
step stiffness: 0.15 eV/nm
capillary length Gamma: 0.0741 nm
attachment length d, both sides: 1.0 nm
supersaturation sigma: 0.0050
arrival rate: 0.4020 bilayers/s
straight-step velocity V: 20.00 nm/s
rates in 1/s, from the curved-step solution:
wavelength_nm  front_drive  back_drive  total  front_fed_only
    1000   6.0471e-02  -6.0471e-02  -3.6540e-01  -1.2223e-01
    2000   2.9381e-02  -2.9381e-02  -4.5887e-02   6.4376e-03
    5000   1.0709e-02  -1.0709e-02  -2.9733e-03   9.2221e-03
   10000   4.5899e-03  -4.5899e-03  -3.8542e-04   4.3972e-03
   20000   1.7232e-03  -1.7232e-03  -5.4437e-05   1.6960e-03
decay time at 2000 nm: 21.8 s
finite-amplitude test, xs = 1, q = 2, amplitude 0.1, d = 0.3:
  front first harmonic / amplitude: 0.56743 (scaled)
  back first harmonic / amplitude: -0.56743 (scaled)
  size of their sum below 1e-8: True
neglected effects, as shares of capillary decay (long waves):
  wavelength used: 628 um
  step motion: +0.0774
  heating field: 3.0 V/cm
  effective adatom charge: 0.10 e
  drift toward upper terrace: +0.0899
critical supersaturation from step motion: 0.0174
critical attachment-length difference: 29.6 nm
neighbour distance for a 10% effect at 2000 nm: 13078 nm
neighbour distance for a 10% effect at 10000 nm: 29172 nm
```
